\section*{How atomic masses enter Vineyard's harmonic hop rate}

\section{What scaling and symmetry already fix}

Let $N$ coordinates $q$ have a diagonal mass matrix $M$. The potential has a minimum with force-constant matrix (Hessian) $K_0$ and, higher by $E$, a saddle with Hessian $K'$. $K_0$ is positive definite and $K'$ has exactly one negative eigenvalue. The motion is classical, and the potential is replaced by its quadratic form at each point.

Multiply every mass by $s$. Newton's equation $M\ddot q=-\nabla V$ keeps its form if time is stretched by $\sqrt s$, so every rate falls as $s^{-1/2}$. The probability of a configuration, proportional to $e^{-V/kT}$, contains no mass.

Next change coordinates linearly, $q=A\tilde q$. The quadratic forms become $A^{T}K_0A$, $A^{T}K'A$ and $A^{T}MA$, while the rate must stay the same. The well enters through its Gaussian integral, which is proportional to $(\det K_0)^{-1/2}$. The invariants available are therefore $\det K_0/|\det K'|$ and the eigenvalues of $M^{-1}K'$, which are the squared saddle frequencies. If the dividing surface is chosen by a rule independent of the coordinates, then
\begin{equation}
\Gamma=\nu^* e^{-E/kT},\qquad
\nu^*=\left[\frac{\det K_0}{|\det K'|}\right]^{1/2} f(\omega_u,\omega'_2,\dots,\omega'_N).
\label{form}
\end{equation}
Here $-\omega_u^2$ is the negative eigenvalue and $\omega_i'$ are the stable frequencies. The function $f$ has the dimension of a frequency. All masses sit in $f$; what remains is to find which saddle frequencies it contains.

\section{One coordinate}

The rate is the one-way thermal flux over the saddle divided by the population of the well. For one particle with well curvature $k_0$ and saddle curvature $-k'$, the mean one-way velocity is
\begin{equation}
\langle v\,\theta(v)\rangle=\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv
=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}} .
\end{equation}
The density at the top, relative to the well population, is $e^{-E/kT}/\sqrt{2\pi kT/k_0}$. The product gives
\begin{equation}
\nu^*=\frac1{2\pi}\sqrt{\frac{k_0}{m}}
=\frac{\omega_u}{2\pi}\sqrt{\frac{k_0}{k'}},\qquad \omega_u=\sqrt{\frac{k'}{m}} .
\label{one}
\end{equation}
So $f=\omega_u/2\pi$ here. The barrier curvature $k'$ cancels between the two factors. Letting $k'\to0$ sends $\omega_u$ to zero but leaves $\nu^*$ finite: a small imaginary frequency does not by itself mean a slow hop.

\section{Many coordinates and an arbitrary plane}

Measure $q$ from the saddle and take the plane $n\cdot q=0$ as dividing surface. The velocity through it is $v=n\cdot M^{-1}p$. Since $\langle p_ip_j\rangle=kT\,M_{ij}$, $v$ is Gaussian with variance $kT\,n\cdot M^{-1}n$, and by the integral above
\begin{equation}
\langle v\,\theta(v)\rangle=\left[\frac{kT\;n\cdot M^{-1}n}{2\pi}\right]^{1/2}.
\end{equation}

For the plane integral, rotate the axes so that the first lies along $n$. The delta function $\delta(n\cdot q)$ gives $1/|n|$ and leaves a Gaussian with the block $K'_\perp$, which is $K'$ without its first row and column. This block must be positive definite, otherwise the plane is not a barrier. By the cofactor rule,
\begin{equation}
\frac{n\cdot K'^{-1}n}{|n|^2}=\frac{\det K'_\perp}{\det K'} ,
\end{equation}
so that
\begin{equation}
\int d^Nq\,\delta(n\cdot q)\,e^{-q\cdot K'q/2kT}
=\frac{(2\pi kT)^{(N-1)/2}}{|n|\sqrt{\det K'_\perp}}
=\frac{(2\pi kT)^{(N-1)/2}}{[\det K'\;n\cdot K'^{-1}n]^{1/2}} .
\end{equation}
Both factors in the last bracket are negative, and their product is positive. The well integral is $(2\pi kT)^{N/2}/\sqrt{\det K_0}$. The powers of $kT$ combine as $\sqrt{kT/2\pi}\,/\sqrt{2\pi kT}=1/2\pi$, hence
\begin{equation}
\Gamma(n)=\frac1{2\pi}\left[\frac{\det K_0}{|\det K'|}\right]^{1/2}
\left[\frac{n\cdot M^{-1}n}{|n\cdot K'^{-1}n|}\right]^{1/2}e^{-E/kT}.
\label{plane}
\end{equation}
For $N=1$ the last bracket is $k'/m$ and \eqref{one} returns.

\section{The plane that leaves only the unstable frequency}

Let $D'=M^{-1/2}K'M^{-1/2}$ have orthonormal eigenvectors $e_u,e_2,\dots,e_N$. Write $n=M^{1/2}(c_ue_u+\sum_i c_ie_i)$. Because $M^{1/2}K'^{-1}M^{1/2}=D'^{-1}$,
\begin{equation}
n\cdot M^{-1}n=c_u^2+\sum_i c_i^2,\qquad
|n\cdot K'^{-1}n|=\frac{c_u^2}{\omega_u^2}-\sum_i\frac{c_i^2}{\omega_i'^2}.
\end{equation}
The first is at least $c_u^2$ and the second, which is positive for an allowed plane, is at most $c_u^2/\omega_u^2$. Their ratio is at least $\omega_u^2$, with equality when all $c_i$ vanish. The plane of least flux is thus $n=M^{1/2}e_u$, and for it
\begin{equation}
\boxed{\;\nu^*=\frac{\omega_u}{2\pi}\left[\frac{\det K_0}{|\det K'|}\right]^{1/2}\;}
\label{main}
\end{equation}

The least flux is the right choice because a flux counts each forward crossing, including those that turn back. With $\xi=e_u\cdot M^{1/2}q$, the quadratic saddle gives $\ddot\xi=\omega_u^2\xi$. A trajectory that crosses $\xi=0$ with velocity $\dot\xi_0>0$ follows $\xi=(\dot\xi_0/\omega_u)\sinh\omega_ut$ and does not return. Recrossing needs forces beyond the quadratic form.

A two-coordinate model shows the size of the effect. In model units take $V=(x^2-1)^2+2(y-0.6x)^2$, with minima at $\pm(1,0.6)$, a saddle at the origin and $E=1$. Then
\begin{equation}
K'=\begin{pmatrix}-2.56&-2.4\\-2.4&4\end{pmatrix},\qquad \det K'=-16,\qquad \det K_0=8\times4=32 .
\end{equation}
The determinant factor is $\sqrt2$ for any masses. The frequencies follow from
\begin{equation}
\lambda^2-\lambda\left(\frac{-2.56}{m_x}+\frac4{m_y}\right)-\frac{16}{m_xm_y}=0 .
\label{quad}
\end{equation}
For $m_x=1$, $m_y=3$ the negative root is $\lambda=-3.0028$, so $\omega_u=1.7329$ and $\nu^*=1.7329\sqrt2/2\pi=0.3900$. Direct numerical integration of the flux and the well population for the full potential, at $E/kT=50$ and 100 and with the term linear in $kT$ extrapolated away, also gives $0.3900$. The plane $x=0$ gives $0.4502$. Equation \eqref{plane} agrees: $n=(1,0)$ has $n\cdot M^{-1}n=1$ and $n\cdot K'^{-1}n=4/(-16)$, so the last factor is 2 instead of 1.7329. This plane overcounts by 15 percent.

Two limits of \eqref{quad} show what the second mass does, with $m_x$ held at 1. For $m_y\to\infty$, $y$ is frozen and $\omega_u^2\to2.56$. For $m_y\to0$ the terms in $1/m_y$ dominate, $-4\lambda-16=0$, and $\omega_u^2\to4$: $y$ follows $x$ at once. The mass of a neighbour therefore matters through $\omega_u$, even though it has left the determinants.

\section{Where the masses cancel in the frequency products}

The rate \eqref{main}, Vineyard's rate, can also be written with frequencies. At the minimum, $D_0=M^{-1/2}K_0M^{-1/2}$ gives
\begin{equation}
\prod_{i=1}^N\omega_i^2=\det D_0=\frac{\det K_0}{\det M},
\end{equation}
and at the saddle
\begin{equation}
-\omega_u^2\prod_{i=2}^{N}\omega_i'^2=\det D'=\frac{\det K'}{\det M}.
\end{equation}
Divide the first by the modulus of the second. The factor $\det M$ cancels because the same atoms move at both points. Taking the root and multiplying by $\omega_u$,
\begin{equation}
\frac{\prod_{i=1}^N\omega_i}{\prod_{i=2}^N\omega_i'}
=\omega_u\left[\frac{\det K_0}{|\det K'|}\right]^{1/2}.
\label{products}
\end{equation}
With $\nu=\omega/2\pi$ there are $N$ factors $1/2\pi$ above and $N-1$ below, so the frequency ratio $\prod\nu_i/\prod'\nu_i'$ equals $\nu^*$ in \eqref{main}. The masses cancel from the determinant ratio only when the unstable mode is counted in it. The product over stable modes alone lacks one frequency, and that missing frequency carries the mass dependence.

In a periodic cell, uniform translations have zero frequency and the determinants vanish. Let the columns of $U$ be an orthonormal basis of these modes, $z$ in number, and let $\det^+$ be the product of nonzero eigenvalues. Expand $\det(K+\epsilon M)$ for small $\epsilon$ in two ways. Mass weighting gives $\det M\prod(\lambda_i+\epsilon)$, where $\lambda_i$ are the squared frequencies. A basis of $U$ and its complement gives $\epsilon^z\det^+\!K\,\det(U^TMU)$ to leading order. Hence
\begin{equation}
\prod_{\lambda_i\neq0}\lambda_i=\frac{\det^+\!K\;\det(U^TMU)}{\det M}.
\end{equation}
Translations have the same $U$ at minimum and saddle, so both mass factors cancel. Rotations of a free cluster have a $U$ that depends on its shape; $\det(U^TMU)$ then generally differs between the two points, and masses remain in the ratio of frequency products. In the classical rate the rotational partition functions cancel them, so again only $\omega_u$ carries the masses.

\section{Sensitivity to one mass}

Put $v=M^{-1/2}e_u$, so that $K'v=-\omega_u^2Mv$ and $v\cdot Mv=1$. Vary the masses at fixed $K'$ and multiply from the left by $v$:
\begin{equation}
v\cdot K'dv=-d(\omega_u^2)-\omega_u^2\,v\cdot dM\,v-\omega_u^2\,v\cdot M\,dv .
\end{equation}
The left side equals the last term, because $K'$ is symmetric. With $|e_{u,a}|^2$ the share of atom $a$ in the normalized mode,
\begin{equation}
\frac{\partial\ln\nu^*}{\partial\ln m_a}=\frac{\partial\ln\omega_u}{\partial\ln m_a}=-\tfrac12|e_{u,a}|^2 .
\label{share}
\end{equation}
The shares add up to one, so scaling all masses together gives the power $-\frac12$ found at the start. The law $m_a^{-1/2}$ for a single atom holds if that atom alone moves in the unstable mode.

\section{A vacancy hop in an fcc metal}

A first-principles calculation supplies $E$, $K_0$ and $K'$. Here a pair model supplies them,
$V(r)=D[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}]$, with $D=0.30$ eV, $\alpha=20$ nm$^{-1}$ and lattice constant $a=0.355$ nm. Zero pressure in the static crystal then requires $r_0=0.2596$ nm. One atom hops into a neighbouring vacancy. The 47 atoms within $1.41a$ of the midpoint of the hop are relaxed by Newton's method inside a frozen surround. The host mass is 59 u and the temperature 1300 K, so $kT=0.1120$ eV.

For this small zone the barrier is $E=1.332$ eV, the determinant factor 1.467 and $\omega_u/2\pi=3.770$ THz. The digits serve to follow the arithmetic: a larger relaxed zone raises the rate 2.5 times or somewhat more, as the last section shows. With the small zone,
\begin{align}
\nu^*&=1.467\times3.770\ \text{THz}=5.53\ \text{THz},\\
\Gamma&=5.53\times10^{12}\,e^{-11.89}\ \text{s}^{-1}=3.8\times10^{7}\ \text{s}^{-1}.
\end{align}
A vacancy has twelve such hops, eight of them with $\Delta x=\pm a/2$. Its independent hops give $D_v=\frac12\Gamma\sum(\Delta x)^2=a^2\Gamma=4.8\times10^{-8}$ cm$^2$/s.

Now give the hopping atom the mass 57 u or 60 u, the mass numbers of two cobalt isotopes, with the host and all force constants fixed. From the heavy to the light tracer:
\begin{itemize}
\item the product of minimum frequencies rises by the factor $1.0800=(60/57)^{3/2}$, one root for each of three coordinates;
\item the product of stable saddle frequencies rises by 1.0533;
\item their quotient, 1.0254, equals the ratio of the two $\omega_u/2\pi$, $3.834/3.739$.
\end{itemize}
The light tracer hops 2.54 percent faster. The inverse-root law for a lone atom would give 2.60 percent. The tracer has a share 0.9765 of the unstable mode, and \eqref{share} gives $(60/57)^{0.4882}=1.0254$; the neighbours hold the rest. No new force calculation is needed for another isotope: $K'$ is reweighted and diagonalized again. The share belongs to this pair model and zone (it falls to 0.966 when 359 atoms are relaxed) and is not a value for cobalt. The result is a ratio of hop rates; a tracer's diffusion coefficient also depends on how often it hops back.

\section{Where masses return, and what limits the numbers}

Quantum motion restores an explicit mass dependence. Let $x=\hbar\omega/kT$. A stable mode has the quantum partition function $1/(2\sinh\frac x2)$ in place of $1/x$, a factor $(x/2)/\sinh(x/2)\approx1-x^2/24$.

For the unstable mode, let $\eta=\varepsilon/\hbar\omega_u$, with $\varepsilon$ the energy above the barrier top, and let $\zeta$ be the scaled coordinate. The transmitted wave is $t\,\zeta^{i\eta-1/2}e^{i\zeta^2/2}$. Continued through the upper half-plane to negative $\zeta$, it becomes the reflected wave, with amplitude $r=-i\,t\,e^{-\pi\eta}$. The upper half-plane is taken because just above the negative axis this wave dominates the incident one, proportional to $e^{-i\zeta^2/2}$, so that its coefficient is carried over unchanged. With $|r|^2+|t|^2=1$ this gives $|t|^2=1/(1+e^{-2\pi\eta})$. The thermal average is
\begin{equation}
\int_{-\infty}^{\infty}\frac{d\varepsilon}{kT}\,\frac{e^{-\varepsilon/kT}}{1+e^{-2\pi\varepsilon/\hbar\omega_u}}
=\frac{x_u/2}{\sin(x_u/2)}\approx1+\frac{x_u^2}{24},\qquad x_u<2\pi .
\end{equation}
The minimum modes enter inversely. Since $\mathrm{Tr}\,D'=\sum\omega_i'^2-\omega_u^2$, the leading terms add up to
\begin{equation}
\ln\frac{\Gamma_{\rm q}}{\Gamma}\approx\frac{\hbar^2}{24(kT)^2}\,\mathrm{Tr}\left[M^{-1}(K_0-K')\right].
\end{equation}
For the example the full product of factors lowers the rate by 0.5 percent and changes the isotope ratio by about $4\times10^{-5}$. The classical cancellation is thus a good approximation here, and its error grows as $T^{-2}$ on cooling as long as the leading term suffices.

Two other omissions matter more for the rate itself, and a third is estimated mainly at leading order:
\begin{itemize}
\item Expanding the lattice by 1.5 percent, a rough figure for a 3d metal at this temperature, lowers $E$ to 1.18 eV and $\nu^*$ to 5.1 THz. The rate rises 3.6 times in the 47-atom zone, and 3.2 times when 193 atoms are relaxed. The model crystal itself would expand more, by about 2.2 percent in the quasi-harmonic approximation.
\item Relaxing 97, 193 and 359 atoms instead of 47 gives $E=1.30$, 1.28 and 1.27 eV and $\nu^*=6.9$, 7.5 and 7.7 THz. The rate is 1.6, 2.2 and 2.5 times larger, and still rising slowly (2.7 times with 565 atoms). The isotope ratio is far less sensitive: it moves only from 1.0254 to 1.0251.
\item Leading anharmonicity at fixed volume, sampled with random thermal displacements at 50 K and scaled linearly to 1300 K, changes the logarithm of the flux through the dividing plane by $0.06\pm0.11$. Evaluated directly from the third and fourth derivatives of the potential, this leading term is $-0.05$. It is the difference of $-1.63$ for the plane and $-1.58$ for the well, each large, so higher orders in $kT$ need not be negligible at 1300 K. Recrossing caused by cubic coupling enters at the same order in $kT$ and is not in this figure; classical trajectories started on the plane in the 47-atom zone at 1300 K lower $\ln\Gamma$ by a further 0.02, with a sampling error of 0.005. Both corrections depend slightly on the tracer mass: at leading order they lower the isotope ratio by about $3\times10^{-4}$, several times the quantum shift.
\end{itemize}

Cobalt is fcc at 1300 K, with a lattice constant close to the one used. The model's highest frequency, 10.5 THz in the 47-atom zone and about 11.2 THz in the perfect crystal, is well above the rough 8 to 9 THz of the metal, and its barrier is on the high side of the rough 1 eV expected for vacancy migration in such metals. A barrier lower by 0.3 eV would raise the rate by $e^{0.3/0.112}\approx15$. Real cobalt also has many-body bonding and magnetism, which a pair model lacks, so the absolute rate is an illustration and not a prediction for cobalt. Such changes alter $E$, $K_0$ and $K'$. They leave \eqref{main} intact as long as the hop is classical, passes one saddle, and is well described by the quadratic forms at the minimum and the saddle.
